# Doppler width, natural width and recoil shift of sodium D2, part 1

(Sections cited here and not found follow in the second part.)

## The moving atom and the Gaussian line

**Q:** An atom has two levels with a fixed energy difference. Atoms of one kind should then all emit the same frequency. Why should a gas of them produce a line with a width?

**A:** The energy difference is fixed, but the photon energy also depends on how the atom moves. Write the internal energy difference as $h\nu_0$, where $h$ is Planck's constant. This defines $\nu_0$. Let the atom have mass $M$ and velocity $\mathbf v$ before it emits a photon of frequency $\nu$ towards a detector in the fixed direction $+z$. The photon carries energy $h\nu$ and momentum $h\nu/c$, where $c$ is the speed of light.

Momentum conservation leaves the atom with momentum $M\mathbf v-(h\nu/c)\hat{\mathbf z}$. Energy conservation then reads

$$h\nu_0+\frac{Mv^2}{2}=h\nu+\frac{1}{2M}\left|M\mathbf v-\frac{h\nu}{c}\hat{\mathbf z}\right|^2 .$$

Expanding the square gives

$$\frac{1}{2M}\left|M\mathbf v-\frac{h\nu}{c}\hat{\mathbf z}\right|^2=\frac{Mv^2}{2}-\frac{h\nu v_z}{c}+\frac{(h\nu)^2}{2Mc^2}.$$

The initial kinetic energy cancels. After division by $h$ and rearrangement,

$$\nu=\nu_0+\nu\frac{v_z}{c}-\frac{h\nu^2}{2Mc^2}.$$

The last two terms are small compared with $\nu_0$, so in them I replace $\nu$ by $\nu_0$:

$$\nu\simeq\nu_0+\nu_0\frac{v_z}{c}-\nu_R,\qquad \nu_R=\frac{h\nu_0^2}{2Mc^2}.$$

The second term is the Doppler shift. It is positive for an atom approaching the detector. The third is the recoil shift: part of the internal energy goes into motion of the atom. Different atoms have different $v_z$, so the gas emits a spread of frequencies.

**Q:** You used Newtonian kinetic energy and then replaced $\nu$ by $\nu_0$. What did you throw away?

**A:** The replacement in the Doppler term costs $(\nu-\nu_0)v_z/c$, whose leading part is $\nu_0v_z^2/c^2$. Newtonian mechanics omits terms of the same order. For example, the excited atom is heavier than the ground-state atom by $h\nu_0/c^2$, which changes its kinetic energy by $h\nu_0v^2/(2c^2)$, or its frequency balance by $\nu_0v^2/(2c^2)$. It would therefore be inconsistent to keep one second-order velocity term from this calculation and claim second-order accuracy. I stop at first order in $v/c$ and assume $v\ll c$ and $h\nu_0\ll Mc^2$.

The numerical check solves the relativistic conservation laws without this expansion. At a typical thermal speed and for several directions, the result differs from the formula by less than $\nu_0v^2/c^2$.

**Q:** But recoil is tiny as well. Why may you keep it while discarding $v^2/c^2$?

**A:** That requires a comparison of the two. In a gas at temperature $T$, the mean of $v_z^2$ is $kT/M$, as shown below, with $k$ Boltzmann's constant. The discarded terms therefore have the scale $\nu_0kT/(Mc^2)$. Relative to recoil this is

$$\frac{\nu_0kT/(Mc^2)}{h\nu_0^2/(2Mc^2)}=\frac{2kT}{h\nu_0}.$$

Keeping recoil is justified when $2kT\ll h\nu_0$. That holds for visible light at room temperature. For a microwave transition it can fail, and the second-order Doppler terms must then be included before recoil is discussed.

**Q:** Does absorption give the same formula?

**A:** The Doppler term keeps its sign and the recoil term changes sign. Let the photon travel along $+z$ before it is absorbed. The atom gains its momentum, so

$$h\nu+\frac{Mv^2}{2}=h\nu_0+\frac{1}{2M}\left|M\mathbf v+\frac{h\nu}{c}\hat{\mathbf z}\right|^2.$$

The cross term in the square is now positive. Cancelling $Mv^2/2$ and dividing by $h$ gives

$$\nu=\nu_0+\nu\frac{v_z}{c}+\frac{h\nu^2}{2Mc^2}\simeq\nu_0+\nu_0\frac{v_z}{c}+\nu_R .$$

An atom with $v_z>0$ runs away from the light source and sees a lowered frequency. The light must start with a higher laboratory frequency to be resonant, hence the plus sign in the Doppler term. The photon must also supply the kinetic energy of recoil, hence the plus sign in front of $\nu_R$.

Both cases can be written as

$$\nu=\nu_c+\nu_0\frac{v_z}{c},\qquad \nu_c=\nu_0\mp\nu_R,$$

with the upper sign for emission and the lower for absorption.

**Q:** Atoms with different velocities should gain different kinetic energies on recoil. Would that not broaden the line too?

**A:** The change in kinetic energy does depend on velocity, but that dependence is the term $h\nu v_z/c$, which has already been counted as the Doppler shift. What remains is $(h\nu)^2/(2Mc^2)$. At the order kept here it is the same for every atom. It moves the whole line without changing its shape. Its variation across the line is smaller than $\nu_R$ by a factor of order $v_z/c$. The coefficient is easiest to see in the frame where the atom is initially at rest. There the photon has frequency $\nu_0-\nu_R$, and the return to the laboratory multiplies this by $1+v_z/c$ at first order, which leaves the cross term $-\nu_Rv_z/c$.

**Q:** Then I need the distribution of $v_z$. Why is one component enough, when atoms move in three dimensions?

**A:** The detector direction is fixed, and the first-order shift contains only $v_z$. In thermal equilibrium the probability density of the velocity is proportional to the Boltzmann factor

$$e^{-M(v_x^2+v_y^2+v_z^2)/(2kT)}=e^{-Mv_x^2/(2kT)}\,e^{-Mv_y^2/(2kT)}\,e^{-Mv_z^2/(2kT)}.$$

Integration over $v_x$ and $v_y$ produces constants. The distribution of $v_z$ is therefore $f(v_z)=Ne^{-av_z^2}$, with $a=M/(2kT)$. To find $N$, let $I=\int_{-\infty}^{\infty}e^{-ax^2}dx$ and evaluate $I^2$ in plane polar coordinates:

$$I^2=\int_0^\infty 2\pi r\,e^{-ar^2}dr=\frac{\pi}{a},\qquad I=\sqrt{\frac{\pi}{a}}.$$

Normalisation requires $NI=1$, so

$$f(v_z)=\sqrt{\frac{M}{2\pi kT}}\;e^{-Mv_z^2/(2kT)}.$$

Differentiating $I$ with respect to $a$ also gives the mean square:

$$\langle v_z^2\rangle=\frac{-dI/da}{I}=\frac{1}{2a}=\frac{kT}{M}.$$

**Q:** That describes all the atoms. Do the ones that emit have the same distribution?

**A:** In this model they do, by assumption. In absorption it is enough that the gas is thermal and the light is too weak to disturb it. In emission, the process that excites the atoms must not favour particular values of $v_z$. Light with a flat spectrum across the whole line satisfies this, apart from the momentum it transfers. That momentum is negligible for the width but not for the centre. A beam gives each excited atom an extra velocity $h\nu_0/(Mc)$, which shifts the emission by $2\nu_R\cos\alpha$, where $\alpha$ is the angle between the beam and the detector direction. The emission centre $\nu_0-\nu_R$ therefore holds for detection at right angles to the beam or for isotropic excitation. A narrow laser does not: it excites the atoms whose Doppler shift brings them into resonance, and their emission need not have the thermal profile.

**Q:** Then please turn velocities into frequencies without losing a factor.

**A:** Let $g(\nu)\,d\nu$ be the fraction of the line between $\nu$ and $\nu+d\nu$. The corresponding atoms have velocities between $v_z$ and $v_z+dv_z$, so $g(\nu)\,d\nu=f(v_z)\,dv_z$. From the shift formula,

$$v_z=\frac{c(\nu-\nu_c)}{\nu_0},\qquad \frac{dv_z}{d\nu}=\frac{c}{\nu_0}.$$

Substitution gives

$$g(\nu)=\frac{c}{\nu_0}\sqrt{\frac{M}{2\pi kT}}\exp\left[-\frac{Mc^2(\nu-\nu_c)^2}{2kT\nu_0^2}\right].$$

Define the standard deviation in frequency by

$$\sigma=\nu_0\sqrt{\frac{kT}{Mc^2}}.$$

The factor in front of the exponential is then $1/(\sigma\sqrt{2\pi})$, and

$$g(\nu)=\frac{1}{\sigma\sqrt{2\pi}}\exp\left[-\frac{(\nu-\nu_c)^2}{2\sigma^2}\right].$$

The factor $c/\nu_0$ from the change of variable keeps the area equal to one.

**Q:** I find the central peak suspicious. Few atoms in a gas are nearly at rest. Most have a speed of the order of the thermal speed. Should the line not have two peaks, one for approaching and one for receding atoms?

**A:** An atom can move fast and still have a small $v_z$, because it may move sideways. Take atoms of one speed $v$ with isotropic directions, at angle $\theta$ to the $z$ axis. The solid angle element is $2\pi\,d(\cos\theta)$, up to orientation, so $\cos\theta$ is uniformly distributed between $-1$ and $1$. The shift $s=\nu-\nu_c=\nu_0v\cos\theta/c$ is therefore uniformly distributed between $-\nu_0v/c$ and $+\nu_0v/c$. One speed gives a flat box of height $c/(2\nu_0v)$, not two peaks.

The speed distribution follows from the three-dimensional velocity density and the shell volume $4\pi v^2dv$:

$$F(v)=4\pi\left(\frac{a}{\pi}\right)^{3/2}v^2e^{-av^2}.$$

A shift $s$ is reached by atoms with speeds above $u=|s|c/\nu_0$. Adding their boxes gives

$$\begin{aligned}
g&=\int_u^\infty F(v)\frac{c}{2\nu_0v}\,dv
=\frac{2\pi c}{\nu_0}\left(\frac{a}{\pi}\right)^{3/2}\int_u^\infty v\,e^{-av^2}dv\\
&=\frac{2\pi c}{\nu_0}\left(\frac{a}{\pi}\right)^{3/2}\frac{e^{-au^2}}{2a}
=\frac{c}{\nu_0}\sqrt{\frac{a}{\pi}}\;e^{-au^2}.
\end{aligned}$$

With $a=M/(2kT)$ this is the same Gaussian. Every box contains the centre, while only the boxes of fast atoms reach the wings. The numerical check adds these boxes by quadrature and compares the result with the Gaussian for different temperatures and masses.

**Q:** You gave every atom equal weight. Might an approaching atom not look brighter?

**A:** It can, by a relative amount of order $v_z/c$. Suppose the weight is $1+bv_z/c$, with $b$ a number of order one. Since $\langle v_z\rangle=0$, the mean shift becomes

$$\left\langle\nu_0\frac{v_z}{c}\left(1+b\frac{v_z}{c}\right)\right\rangle=b\,\nu_0\frac{\langle v_z^2\rangle}{c^2}=b\,\frac{\nu_0kT}{Mc^2}.$$

This has the same second-order scale as the terms already neglected.

**Q:** Now what is the width? A Gaussian has no edge.

**A:** I use the full width at half maximum, the distance between the two frequencies at which $g$ has half its central value. They satisfy

$$\exp\left[-\frac{(\nu-\nu_c)^2}{2\sigma^2}\right]=\frac12 .$$

Taking the logarithm gives $(\nu-\nu_c)^2=2\sigma^2\ln2$, so the points lie at $\nu_c\pm\sigma\sqrt{2\ln2}$. Their separation is

$$\Delta\nu_D=2\sigma\sqrt{2\ln2}=\sigma\sqrt{8\ln2}.$$

Inserting $\sigma$ gives the Doppler width

$$\boxed{\Delta\nu_D=\nu_0\sqrt{\frac{8kT\ln2}{Mc^2}}}$$

It is a width in ordinary frequency $\nu$. In angular frequency it is multiplied by $2\pi$. In wavelength, $\lambda=c/\nu$ gives $|d\lambda/d\nu|=\lambda^2/c$, so for a narrow line $\Delta\lambda=\lambda^2\Delta\nu_D/c$.

**Q:** What happens if I cool the gas to zero temperature? The formula seems to promise a perfectly sharp line.

**A:** It promises that this one contribution to the width disappears. The width falls as $\sqrt T$, so a fourfold reduction in temperature halves it. Heavier atoms give narrower lines, as $1/\sqrt M$, because they move more slowly at the same temperature. But the derivation assigned one sharp frequency to each velocity. That fails once the Doppler spread is no longer large compared with the width an atom would have at rest. The classical velocity distribution also requires a gas that is dilute and warm enough for its quantum statistics to be ignored.

**Q:** If I measure absorption through a long cell, will I find this width?

**A:** Not directly, unless the gas is optically thin. Let $D$ be the optical depth at the line centre. The absorbed fraction is $1-\exp[-D\,g(\nu)/g(\nu_c)]$. For $D\ll1$ it is approximately $D\,g(\nu)/g(\nu_c)$ and has the Doppler shape. For $D\gg1$ nearly everything is absorbed at the centre, and half absorption occurs where

$$\frac{g(\nu)}{g(\nu_c)}=\frac{\ln2}{D}.$$

This is far below one half, so the absorption curve is wider than $g$. The negative logarithm of the transmitted fraction recovers the shape of $g$, provided the light is weak and its own bandwidth is small. Both statements assume that the Doppler shape alone describes the line. At very large $D$ the half-absorption point moves into the far wings, where the width of an atom at rest matters, and $g$ must be replaced by the full line profile.

## Natural width, collisions and the sodium comparison

**Q:** Let me restate what I have accepted. An atom of mass $M$ has internal energy difference $h\nu_0$, and the gas has temperature $T$. Its Doppler profile is a Gaussian $g$ centred at $\nu_c=\nu_0\mp\nu_R$, for emission and absorption respectively. The recoil shift, standard deviation and full width at half maximum are

$$\nu_R=\frac{h\nu_0^2}{2Mc^2},\qquad \sigma=\nu_0\sqrt{\frac{kT}{Mc^2}},\qquad \Delta\nu_D=\sigma\sqrt{8\ln2}.$$

The velocity component $v_z$ along the light has the thermal density $f(v_z)$ with mean square $kT/M$. You said that an atom at rest has a width of its own. Where does it come from?

The thermal motion of the atoms gives a Gaussian line of full width $\Delta\nu_D$, and recoil shifts its centre by $\nu_R$ without changing its shape. It remains to find the width of an atom at rest, to see how it combines with the Doppler width, and to compare the widths and the recoil shift for sodium.
